# Spin injection from a ferromagnet into a semiconductor through a transparent contact

## Problem

A steady current flows from a ferromagnetic metal F, which fills $x<0$, into a non-magnetic semiconductor N, which fills $x>0$. The contact at $x=0$ is transparent: it has no resistance and flips no spins. The conductivity of F has the spin polarization $\beta=0.5$. The spin resistances of the two materials are $r_F=10^{-15}\ \Omega\,\mathrm{m^2}$ and $r_N=10^{-9}\ \Omega\,\mathrm{m^2}$.

(a) Derive the polarization $P=(J_\uparrow-J_\downarrow)/J$ of the current at the contact, and evaluate it.

(b) Find where the current loses its polarization, and discuss the limits of large and small $r_F/r_N$.

(c) Take a current density of $100\ \mathrm{A/cm^2}$, a temperature of 300 K, spin diffusion lengths $\lambda_F=10$ nm and $\lambda_N=1\ \mu$m, and an electron mobility $\mu=5000\ \mathrm{cm^2/Vs}$ in N. Is the linear, steady-state theory consistent with these numbers?

**Conventions.** Currents are counted along the electron flow. The potential $V_s$ of spin channel $s$ is its electrochemical potential divided by $e$, so electrons flow towards lower $V_s$. The total resistivities are $\rho_F$ and $\rho_N$, and the spin resistances are

$$r_F=\frac{\rho_F\lambda_F}{1-\beta^2},\qquad r_N=\rho_N\lambda_N .$$

The number $\beta$ describes conductivities, $\sigma_{\uparrow,\downarrow}=(1\pm\beta)/(2\rho_F)$. It is not the polarization of the density of states.

**Assumptions.** Transport is diffusive and linear, the spins are collinear, and both layers are much thicker than their spin diffusion lengths.

## Hints

1. Treat the two spins as parallel conductors joined by a leak. The leak current is proportional to $\Delta=V_\uparrow-V_\downarrow$.
2. Find the differential equation for $\Delta$, and keep the solution that decays away from the contact on each side.
3. Write $J_{\uparrow,\downarrow}=(1\pm p)J/2$, and express the slope of $\Delta$ through the local polarization $p(x)$.
4. Ask which quantities are continuous at a contact without resistance or spin flips.

## Solution

### (a) The injected polarization

Ohm's law for each channel is $dV_s/dx=-\rho_sJ_s$. Subtracting the two channels gives

$$\frac{d\Delta}{dx}=-(\rho_\uparrow J_\uparrow-\rho_\downarrow J_\downarrow).\tag{1}$$

Spin flips carry electrons from the channel of higher potential to the other. With a leak conductance $g$ per unit volume,

$$\frac{dJ_\uparrow}{dx}=-g\Delta,\qquad \frac{dJ_\downarrow}{dx}=+g\Delta .$$

The total current $J$ is therefore constant. Differentiating (1) and inserting these two equations gives

$$\frac{d^2\Delta}{dx^2}=g(\rho_\uparrow+\rho_\downarrow)\Delta=\frac{\Delta}{\lambda^2},$$

which defines the spin diffusion length $\lambda$ of each material. The decaying solutions are $\Delta\propto e^{x/\lambda_F}$ in F and $\Delta\propto e^{-x/\lambda_N}$ in N.

**Ferromagnet.** The channel resistivities are the inverse conductivities. With $\rho^*=\rho_F/(1-\beta^2)$,

$$\rho_{\uparrow,\downarrow}=\frac{2\rho_F}{1\pm\beta}=2(1\mp\beta)\rho^* .$$

Inserting them and $J_{\uparrow,\downarrow}=(1\pm p)J/2$ into (1) gives

$$\frac{d\Delta}{dx}=-\rho^*J\big[(1-\beta)(1+p)-(1+\beta)(1-p)\big].$$

The constant terms and the products $\beta p$ cancel in the bracket, which leaves $2p-2\beta$. Hence

$$\frac{d\Delta}{dx}=2\rho^*J(\beta-p).\tag{2}$$

Just inside F the slope is also $\Delta(0^-)/\lambda_F$, and $p=P$ there. Since $\rho^*\lambda_F=r_F$,

$$\Delta(0^-)=2Jr_F(\beta-P).\tag{3}$$

**Semiconductor.** Here $\beta=0$ and $\rho^*=\rho_N$, so (2) becomes $d\Delta/dx=-2\rho_NJp$. The decaying solution has the slope $-\Delta(0^+)/\lambda_N$ at the contact. The minus signs cancel, and

$$\Delta(0^+)=2Jr_NP.\tag{4}$$

**Contact.** Without spin flips each channel current is continuous, so the same $P$ stands in (3) and (4). Without contact resistance each $V_s$ is continuous, so $\Delta(0^-)=\Delta(0^+)$. Dividing by $2J$ gives $r_F(\beta-P)=r_NP$, and therefore

$$P=\frac{\beta\,r_F}{r_F+r_N}.\tag{5}$$

With the given values,

$$P=\frac{0.5\times10^{-15}}{10^{-15}+10^{-9}}=5.0\times10^{-7}.$$

This is half a part per million. The definition of $r_F$ matters here. If the quoted $10^{-15}\ \Omega\,\mathrm{m^2}$ were the bare product $\rho_F\lambda_F$, then $r_F$ would be larger by $1/(1-\beta^2)=4/3$, and $P$ would be $6.7\times10^{-7}$.

### (b) Where the polarization is lost

Equation (2) gives $\beta-p=(d\Delta/dx)/(2\rho^*J)$, which decays into the metal in the same way as $\Delta$. At the contact it equals $\beta-P$, so

$$p(x)=\beta-(\beta-P)e^{x/\lambda_F}\quad(x<0),\qquad p(x)=Pe^{-x/\lambda_N}\quad(x>0).$$

The current is depolarized inside the ferromagnet, within a few $\lambda_F$ of the contact. To drive a polarized current into N, a splitting $2Jr_NP$ must be maintained at the contact. The same splitting acts on the metal, where spins flip back much more readily because $r_F$ is small. The metal can sustain at most the splitting $2Jr_F\beta$, and this limits $P$.

Equation (5) has three instructive cases:

- For $r_F\gg r_N$, $P\to\beta$ and the full bulk polarization is injected.
- For $r_F=r_N$, $P=\beta/2$.
- For $r_F\ll r_N$, $P\approx\beta r_F/r_N$. This is the present case, with $r_F/r_N=10^{-6}$.

Raising $\beta$ from 0.5 towards 1 at fixed $r_F$ would gain no more than a factor of two. At fixed $\rho_F\lambda_F$ the gain is larger, because $r_F$ contains $1/(1-\beta^2)$. To escape the present mismatch in this way, however, $1-\beta^2$ would have to fall to about $\rho_F\lambda_F/r_N=7.5\times10^{-7}$. At $\beta=0.99$, $P$ would still be only about $4\times10^{-5}$.

### (c) Consistency for the given current

The current density is $J=10^6\ \mathrm{A/m^2}$. The spin current density at the contact is $PJ=5\times10^{-5}\ \mathrm{A/cm^2}$, and (4) gives the splitting

$$\Delta(0)=2\times10^6\times10^{-9}\times5\times10^{-7}\ \mathrm V=1\ \mathrm{nV}.$$

This is far below the thermal voltage $kT/e=25.9$ mV, so a linear response to $\Delta$ is justified.

**Drift.** The resistivity $\rho_N=r_N/\lambda_N=0.1\ \Omega\,$cm implies a field $E=\rho_NJ=10$ V/cm, which sweeps electrons away from the contact with a velocity $v$. The excess spin density $s$ then obeys $vs'-Ds''=-s/\tau$, with diffusion coefficient $D$, spin lifetime $\tau$ and $\lambda_N^2=D\tau$. Inserting $s\propto e^{-x/L}$ gives $D/L^2+v/L=1/\tau$, whose positive root is

$$\frac1L=\frac{\sqrt{1+a^2}-a}{\lambda_N},\qquad a=\frac{v\lambda_N}{2D}=\frac{eE\lambda_N}{2kT}.$$

The last form uses $v/D=eE/kT$, valid for a non-degenerate semiconductor. The spin flux at the contact is

$$\Big(v+\frac DL\Big)s(0)=\frac{D}{\lambda_N}\big(a+\sqrt{1+a^2}\big)s(0).$$

For a given splitting, N thus accepts more spin current by the factor $a+\sqrt{1+a^2}$, and its effective spin resistance falls by the same factor. Here $a=0.019$, so $P$ rises by about 2%.

**Time.** The diffusion coefficient is $D=\mu kT/e=129\ \mathrm{cm^2/s}$, and the spin lifetime is $\tau=\lambda_N^2/D=77$ ps. Equation (5) therefore describes a current that stays constant for much longer than 77 ps. It does not describe injection by a femtosecond pulse.

## Variation 1: a spin-selective contact

**Question.** The contact now has the channel resistances $2(1\mp\gamma)r_b$ for spin up and down, and still flips no spins. What is $P$ for $r_b=r_N$ and $\gamma=0.5$?

**Solution.** The channel currents are still continuous, but $\Delta$ jumps by the difference of the two voltage drops:

$$\Delta(0^-)-\Delta(0^+)=r_bJ\big[(1-\gamma)(1+P)-(1+\gamma)(1-P)\big]=2Jr_b(P-\gamma).$$

Inserting (3) and (4) and dividing by $2J$ gives $r_F(\beta-P)-r_NP=r_b(P-\gamma)$. Collecting the terms in $P$,

$$P=\frac{\beta r_F+\gamma r_b}{r_F+r_N+r_b}.\tag{6}$$

For the given contact $P=0.25$, half a million times the transparent value. The contact can now hold a large splitting on the semiconductor side while the splitting in the metal stays small. For $r_b\gg r_N$ the polarization tends to $\gamma$, at the price of a larger total resistance. If $\gamma=0$, the added resistance lowers $P$.

## Variation 2: how transparent can a contact be?

**Question.** Suppose that every electron reaching the contact crosses it. Does the contact resistance vanish for the semiconductor of part (c), with effective mass $m=0.067\,m_e$?

**Solution.** The electron density is $n=1/(e\mu\rho_N)=1.25\times10^{16}\ \mathrm{cm^{-3}}$. In a non-degenerate gas, the electrons crossing a plane in one direction carry the current density $env_R$, where $v_R=\sqrt{kT/2\pi m}=1.04\times10^7$ cm/s is the thermal average, over all electrons, of the velocity component towards the plane, with those moving away counted as zero.

Let the metal emit as if it were a gas of density $n_F$, and let the density in N next to the contact be $n_N$. Assume that the net current in N is shared equally between an excess of forward movers and a deficit of backward movers. The forward current is then $en_Nv_R+J/2$. It must equal the emitted current $en_Fv_R$, so $J=2ev_R(n_F-n_N)$. A small potential step $\delta V$ corresponds to $n_F-n_N=ne\,\delta V/kT$, and therefore

$$r_c=\frac{\delta V}{J}=\frac{kT}{2e^2nv_R}=6.2\times10^{-11}\ \Omega\,\mathrm{m^2}.$$

This is half the ballistic resistance $kT/(e^2nv_R)$. The equal sharing is an approximation. Random walks of 400,000 carriers with isotropic scattering, through a slab two mean free paths thick, give a share of 0.53 per contact once the diffusive resistance of the slab is subtracted. These walks give all carriers the same mean free path. For elastic scattering with a constant relaxation time the share in a thick slab is about 0.60, and it is larger still if the mean free path grows faster with speed, so $r_c$ fixes the scale of the residual resistance, not its second digit.

The residual resistance is small beside $r_N$ but some 60,000 times $r_F$. Setting $r_b=r_c$ and $\gamma=0$ in (6) lowers $P$ by only 6%, to $4.7\times10^{-7}$. A slight spin asymmetry matters far more. The two source terms in (6) are equal when

$$\gamma=\frac{\beta r_F}{r_c}=8\times10^{-6},$$

and $\gamma=0.01$ gives $P=5.9\times10^{-4}$, about a thousand times the result of part (a). The value $5\times10^{-7}$ thus belongs to the ideal model. It shows that the bulk of the metal is a very weak spin source for this semiconductor, but it does not predict the polarization in a real junction.

**The real case.** The parameters are roughly those of a ferromagnetic metal on lightly doped n-type GaAs at room temperature. Diffusive transport is only marginal in the metal: a free-electron estimate with $10^{29}$ electrons per $\mathrm{m^3}$ gives a mean free path of about 8 nm, close to $\lambda_F$. The assumption that fails most severely is transparency, because such a metal usually forms a Schottky barrier, roughly 0.7 eV high. With the band density of states $N_c=4.35\times10^{17}\ \mathrm{cm^{-3}}$, thermal emission over this barrier gives a resistance $kT\,e^{0.7\,\mathrm{eV}/kT}/(e^2N_cv_R)\approx2\ \Omega\,\mathrm{m^2}$, about $2\times10^9$ times $r_N$. This is the resistance for voltages well below $kT/e$. For a fixed barrier, thermal emission from the metal saturates at about $(kT/e)/(2\ \Omega\,\mathrm{m^2})\approx10^{-6}\ \mathrm{A/cm^2}$. The image force and tunnelling near the barrier top let the current grow with voltage, but only to between $1\times10^{-3}$ and $3\times10^{-3}\ \mathrm{A/cm^2}$ at 40 V, depending on the dispersion assumed in the gap, and to less than $1\ \mathrm{A/cm^2}$ at 70 V, avalanche multiplication not counted. Estimates of the breakdown voltage at this doping range from about 45 to 75 V, so the $100\ \mathrm{A/cm^2}$ of part (c) could not flow short of avalanche breakdown. For currents far below $10^{-6}\ \mathrm{A/cm^2}$ the contact is linear and (6) applies approximately: $P$ would fall by a factor of order $10^9$ if the barrier were unselective, and would come near $\gamma$ if it were selective. It would stay somewhat below $\gamma$, because the depletion layer behind the barrier adds to the spin resistance of N. Tunnelling helps little at this doping. Near the barrier top, together with the image force, it lowers the resistance by about a factor of three in a semiclassical estimate that ignores quantum reflection at the metal. The image force alone accounts for a factor of 2.4. Through the full barrier it is negligible: the band bending of about 0.6 V, with a relative permittivity of about 13, extends over roughly 260 nm, and the tunnelling probability at the band edge is roughly $e^{-270}$ for a parabolic band. The true dispersion in the gap makes the exponent somewhat smaller, but the probability remains negligible. A usable tunnel contact needs a much thinner barrier, for instance one made by heavy doping next to the metal, with a sizeable $\gamma$ and a resistance that is at least comparable to $r_N$, yet low enough to pass the desired current at a modest voltage.
